# Coarse-grid countercharge potentials and their interpolation energy error

## What symmetry and dimensions fix

An isolated ion is computed in a periodic cubic cell of side $L$, and its periodic electrostatic potential is to be corrected to the open-boundary one. The correction is a smooth function $w$. It is found on a coarse grid of spacing $H$ and carried by trilinear interpolation to the fine grid that holds the charge density. The form of the resulting energy error can be found before any detailed calculation.

Trilinear interpolation reproduces $1,x,y,z$ and the products $xy,xz,yz$. The first terms it gets wrong are $x^2,y^2,z^2$, so its leading error contains $H^2\partial_x^2w$, $H^2\partial_y^2w$ and $H^2\partial_z^2w$. If the density samples all positions within a coarse cell evenly, the three directions carry equal weight and the error is a number times $H^2\nabla^2w$. As shown below, $\nabla^2w$ is proportional to $q/L^3$, where $q$ is the net charge. The energy contains one more factor of charge, so

$$\delta E=-C\,\frac{q^2H^2}{L^3}, \qquad (1)$$

with $C$ a pure number. This has the dimension of charge squared over length, an energy in Hartree atomic units, which are used throughout with positive charge counted positive. The error does not average away when the density is smooth. It has a definite sign, and its origin suggests its cure.

## The function to be interpolated

Let the charge density $\rho$ lie inside the cell and be negligible at the faces. Its open-boundary potential $v$ and its periodic potential $v'$ obey

$$\nabla^2v=-4\pi\rho,\qquad \nabla^2v'=-4\pi\left(\rho-\frac{q}{L^3}\right).$$

The uniform background $-q/L^3$ is needed because a periodic potential has a Laplacian of zero cell average. The constant in $v'$ is fixed by giving $v'$ itself zero average. Subtraction removes the density:

$$w=v-v',\qquad \nabla^2w=-\frac{4\pi q}{L^3}. \qquad (2)$$

Apart from the uniform background, the sources of $w$ are the periodic images, which lie outside the cell. This is why $w$ is smooth where $\rho$ is sharp, and why a coarse grid is reasonable for $w$ but not for $v$ or $v'$.

With $E_{\rm open}=\frac12\int\rho v$ and $E_{\rm per}=\frac12\int\rho v'$, the countercharge energy is

$$E_c=E_{\rm open}-E_{\rm per}=\frac12\int\rho\,w\,d^3r. \qquad (3)$$

The worked example is a model ion of three Gaussian charges, $+1.4$, $-0.8$ and $+0.4$, with widths (standard deviations) of 0.8 to 0.9 bohr. The cell has $L=16$ bohr and a fine spacing $h=0.25$ bohr. Gaussians have known open potentials and energies, so every error below has a reference that uses no coarse grid:

$$E_c=0.63504-0.54397=0.09107\ \text{Ha}=2478\ \text{meV}.$$

Equation (2) requires a Laplacian of $-4\pi/16^3=-3.068\times10^{-3}$ in atomic units. Finite differences of the reference $w$ in the central box $|x|,|y|,|z|\le4$ bohr deviate from this by at most $1.8\times10^{-6}$, although the density varies strongly there.

## The naive scheme and its cost in energy

Summing $\rho_jh^3/|\mathbf r-\mathbf r_j|$ at all $64^3=262144$ fine points would be expensive, and would need special treatment of the term $\mathbf r=\mathbf r_j$. On the faces there is no such term, because the density vanishes there. A coarse grid with $M=L/H$ intervals per side has

$$(M+1)^3-(M-1)^3=6M^2+2$$

face nodes, or 1538 for $H=1$ bohr. The naive scheme sums the Coulomb potential at these nodes, subtracts $v'$ (known from a Fourier transform), solves (2) inside with the seven-point Laplacian, and interpolates trilinearly.

At $H=1$ bohr this has two separate faults. Interpolating correct nodal values costs $-1.198\times10^{-4}$ Ha. The seven-point solver, with the interpolation fault almost removed, leaves $-1.152\times10^{-4}$ Ha. Because all operations are linear, the errors add. The naive total is about $-2.35\times10^{-4}$ Ha, or $-6.4$ meV. Repairing one fault alone leaves about half of it.

## The interpolation error derived

Take one dimension first, with $H=mh$. A fine point $x$ at distance $s=jh$ from the coarse node on its left receives

$$\left(1-\frac jm\right)f(x-jh)+\frac jm f(x-jh+mh),\qquad j=0,\ldots,m-1.$$

Average over the $m$ possible positions of the coarse grid. The first term gives $f(x+nh)$ with $n=-j$ the weight $(1-|n|/m)/m$. The second has $n=m-j$, so its weight $(j/m)/m$ is again $(1-n/m)/m$. The average is therefore a sum with triangular weights.

For a plane wave $e^{ikx}$ it multiplies the wave by

$$A(k)=\sum_{|n|<m}\frac{m-|n|}{m^2}e^{iknh}
=\left|\frac1m\sum_{j=0}^{m-1}e^{ikjh}\right|^2
=\left[\frac{\sin(kH/2)}{m\sin(kh/2)}\right]^2 .$$

The second equality holds because $m-|n|$ pairs of indices $j,j'$ differ by $n$. The third sums a geometric series.

Now use $\ln(\sin x/x)=-x^2/6-x^4/180-\ldots$ for $x=kH/2$ and for $x=kh/2$. Twice the difference is

$$\ln A(k)=-\frac{H^2-h^2}{12}k^2-\frac{H^4-h^4}{1440}k^4-\ldots$$

In three dimensions the factors multiply, so the logarithms add. Replacing $k_i^2$ by $-\partial_i^2$ gives the averaging operator for smooth functions:

$$\ln A=\frac{H^2-h^2}{12}\nabla^2-\frac{H^4-h^4}{1440}\sum_i\partial_i^4+\ldots \qquad (4)$$

Since $\nabla^2w$ is constant, all further derivatives of it vanish. The leading potential error is

$$Aw-w\simeq\frac{H^2-h^2}{12}\left(-\frac{4\pi q}{L^3}\right)=-\frac{\pi q(H^2-h^2)}{3L^3}.$$

Multiplication by $\rho/2$ and integration yield

$$\delta E=-\frac{\pi q^2(H^2-h^2)}{6L^3}. \qquad (5)$$

Thus $C=\pi/6$ in (1), with $H^2$ replaced by $H^2-h^2$. In the limit $H=h$ every fine point is a node and the error vanishes, as it must.

For $H=1$ bohr, (5) gives $-\pi(1-0.0625)/(6\times4096)=-1.1984\times10^{-4}$ Ha. The measured error is $-1.1977\times10^{-4}$ Ha, or $-3.26$ meV. At $H=2$ bohr the measured error is within 1% of the law for this position of the coarse grid. Other positions deviate by up to about 3% in either direction, while their average, $-5.02\times10^{-4}$ Ha, stays close to the predicted $-5.03\times10^{-4}$ Ha. At $H=4$ bohr it is $-1.34\times10^{-3}$ Ha against a predicted $-2.04\times10^{-3}$ Ha, so the assumption of even sampling has failed.

## First repair: keep the quadratic out of the interpolation

The damage comes from the Laplacian, and the Laplacian is known. Because $\nabla^2|\mathbf r|^2=6$, write

$$w=-\frac{2\pi q}{3L^3}|\mathbf r|^2+g,\qquad \nabla^2g=0. \qquad (6)$$

Only $g$ is interpolated. The quadratic is evaluated directly at each fine point. This will be called split interpolation.

The first term of (4) gives zero on $g$. For the second, define $B=\sum_{i<j}\partial_i^2\partial_j^2$. Squaring the Laplacian gives $(\nabla^2)^2=\sum_i\partial_i^4+2B$, so $\sum_i\partial_i^4g=-2Bg$ and

$$\delta E_{\rm split}=\frac{H^4-h^4}{720}\;\frac12\int\rho\,Bg\,d^3r. \qquad (7)$$

At $H=1$ bohr, with exact nodal values, the measured error is $+7.39\times10^{-8}$ Ha. Equation (7), with $Bg$ taken from finite differences of the reference potential, gives $+7.40\times10^{-8}$ Ha. The split lowers the interpolation error by a factor of about 1600 without adding a node.

Raising the interpolation order is another possible repair. Local cubic interpolation through four nodes per direction reproduces the quadratic, so it needs no split. Its one-dimensional error on a quartic is

$$If-f=-\frac{H^4f''''}{24}(t+1)t(t-1)(t-2),\qquad t=s/H,$$

where $If$ is the interpolant: the difference must vanish at the four nodes and have fourth derivative $-f''''$. For $m=4$ the product has the values $0,\ 0.4102,\ 0.5625,\ 0.4102$ at the four fine positions, with mean $0.3457$. Summing over directions and using $\sum_i\partial_i^4w=-2Bw$, the mean potential error is $(0.3457/12)H^4Bw=0.0288H^4Bw$.

For split linear interpolation at $H=1$ bohr and $h=0.25$ bohr the coefficient is $(1-h^4/H^4)/720=0.00138$. Here $Bw=Bg$, because $B$ annihilates the quadratic. The predicted ratio is 20.8, and the measured one is $1.542\times10^{-6}/7.39\times10^{-8}=20.9$. For this energy and a density smooth on the scale $H$, the simpler interpolation is the more accurate one. This concerns the density-weighted mean. At single points the order is reversed: with exact nodal values at $H=1$ bohr, the largest potential error in the central box is $1.55\times10^{-4}$ Ha/e for split linear interpolation and $6.75\times10^{-6}$ Ha/e for cubic interpolation. If the potential itself is needed, cubic interpolation is the better choice here.

## When the average fails

A calculation uses one position of the coarse grid, not an average. For a function with constant second derivative $f''$, linear interpolation is too high by $e(s)f''$, where $e(s)=s(H-s)/2$. On the fine grid $e_j=h^2j(m-j)/2$, continued periodically. A density much wider than $H$ sees the mean of $e_j$; a narrow one sees its local value.

The Fourier coefficients of $e_j$ follow from its second difference. This is $-h^2$ at every $j$ except the node $j=0$, where it is $h^2(m-1)=-h^2+mh^2$. For $n\ne0$ the constant contributes nothing, and the extra $mh^2$ at one of $m$ points gives a coefficient $h^2$. Taking a second difference multiplies the $n$th harmonic by $-4\sin^2(\pi n/m)$, so $\hat e_n=-h^2/[4\sin^2(\pi n/m)]$.

A Gaussian of width $\sigma$ centred at $x_0$ damps each harmonic. With its fine-grid sum replaced by an integral, the mean it sees is

$$\bar e=\frac{H^2-h^2}{12}-\sum_{n\neq0}\frac{h^2e^{-2\pi^2n^2\sigma^2/H^2}\cos(2\pi nx_0/H)}{4\sin^2(\pi n/m)}, \qquad (8)$$

where $n$ runs over $-m/2<n\le m/2$ for even $m$. For a single Gaussian, cubic symmetry about its centre makes the three second derivatives of $w$ there equal to $-4\pi q/(3L^3)$. With the same offset $x_0$ in each direction, $\delta E\simeq\frac12q\cdot3\cdot(-4\pi q/3L^3)\bar e=-2\pi q^2\bar e/L^3$.

Take a unit charge with $\sigma=0.5$ bohr and $H=2$ bohr, keeping $h$ and $L$ fixed. The uniform part of $\bar e$ is $0.3281$ bohr$^2$. The harmonics $n=\pm1$ contribute $\mp0.0621$ for a charge on a node and at a coarse-cell centre respectively, and $n=\pm2$ contribute $-0.0004$ in both cases. Hence $\bar e=0.2655$ or $0.3898$ bohr$^2$, and the predicted errors are $-4.07\times10^{-4}$ and $-5.98\times10^{-4}$ Ha. The measured ones are $-4.13\times10^{-4}$ and $-5.90\times10^{-4}$ Ha.

This settles a choice of design. One could interpolate all of $w$ and subtract the constant (5) afterwards. For a smooth density that works. Here (5) is $-5.03\times10^{-4}$ Ha, and subtracting it would leave errors of about $+9\times10^{-5}$ and $-9\times10^{-5}$ Ha as the charge moves across a coarse cell. The split leaves $-5.7\times10^{-6}$ and $+8.3\times10^{-6}$ Ha, because it removes the error of the isotropic quadratic point by point. Some dependence on position remains through $g$. For an ion of several narrow charges, $g$ also contains terms such as $x^2-y^2$ at the charges, and their local interpolation error is still of order $H^2$.

## Second repair: a stencil made for harmonic functions

The solver now has to find $g$, which obeys $\nabla^2g=0$. Let $\delta_i^2f$ be the sum of the two neighbours of a node along axis $i$ minus twice its own value. Taylor expansion gives

$$\delta_i^2=H^2\partial_i^2+\frac{H^4}{12}\partial_i^4+\frac{H^6}{360}\partial_i^6+O(H^8).$$

Write $a,b,c$ for $\partial_x^2,\partial_y^2,\partial_z^2$ and $T=abc$. On $g$ we may set $a+b+c=0$. Then $a^2+b^2+c^2=-2B$ and $a^3+b^3+c^3=3T$, so

$$\sum_i\delta_i^2g=\left(-\frac{H^4}{6}B+\frac{H^6}{120}T\right)g+O(H^8).$$

The seven-point equation is thus violated at order $H^4$. Division by $H^2$ gives an error of second order in the differential equation, even for a harmonic function. It can be cancelled with mixed differences:

$$\sum_{i<j}\delta_i^2\delta_j^2g=\left(H^4B+\frac{H^6}{12}\left[ab(a+b)+ac(a+c)+bc(b+c)\right]\right)g+O(H^8).$$

Since $a+b=-c$, and likewise for the other pairs, the bracket is $-3T$. One sixth of this sum contributes $H^4B/6-H^6T/24$. The $B$ terms cancel, and $T$ is left with $H^6(1/120-5/120)=-H^6/30$. Because $\delta_x^2\delta_y^2\delta_z^2=H^6T+O(H^8)$, the required equation is

$$\left[\sum_i\delta_i^2+\frac16\sum_{i<j}\delta_i^2\delta_j^2+\frac1{30}\delta_x^2\delta_y^2\delta_z^2\right]g=0. \qquad (9)$$

It couples 27 nodes and has a sixth-order truncation error after division by $H^2$.

To solve it, write $g=g_b+u$, where $g_b$ holds the face values and is zero inside, and $u$ vanishes on the faces. If $S$ is the bracket in (9), then $Su=-Sg_b$. A sine transform diagonalizes $S$, since each $\delta_i^2$ acts on a sine of index $p$ as $2\cos(\pi p/M)-2=-4s_i$, with $0<s_i<1$. The eigenvalue of $S$ is

$$-4\sum_is_i+\frac83\sum_{i<j}s_is_j-\frac{32}{15}s_xs_ys_z .$$

From $s_is_j\le(s_i+s_j)/2$, the pair sum is at most $\sum_is_i$. The eigenvalue is therefore at most $-\frac43\sum_is_i$. It is never zero, and its magnitude is at least one third of the seven-point value, so the mixed terms do not make the solution unstable.

When $H$ is halved from 1 to 0.5 bohr, the largest nodal error on common nodes falls by 3.99 for seven points and 63.9 for 27 points. Second and sixth order require 4 and 64. The face values are accurate to $5\times10^{-12}$ Ha/e for these smooth Gaussians, so they do not limit the comparison.

## The assembled scheme

1. Compute $v'$ on the fine grid by Fourier transform, with zero average.
2. Sum the Coulomb potential at the coarse face nodes and subtract $v'$ and the quadratic in (6).
3. Solve (9) for $g$ at the interior coarse nodes.
4. Interpolate $g$ trilinearly, add the quadratic on the fine grid, and evaluate (3).

The complete energy errors, with split interpolation in both columns, are:

| $H$ (bohr) | 7-point (Ha) | 27-point (Ha) |
|---:|---:|---:|
| 4 | $-1.56\times10^{-3}$ | $+5.7\times10^{-5}$ |
| 2 | $-4.49\times10^{-4}$ | $+4.8\times10^{-7}$ |
| 1 | $-1.15\times10^{-4}$ | $+6.9\times10^{-8}$ |
| 0.5 | $-2.90\times10^{-5}$ | $+4.3\times10^{-9}$ |

At $H=1$ bohr the final error is $+0.0019$ meV, less than one part in a million of $E_c$. Interpolation of exact nodes accounts for $7.4\times10^{-8}$ Ha, and the solver changes this by $-0.5\times10^{-8}$ Ha.

At $H=2$ bohr the two parts are $+7.6\times10^{-7}$ and $-2.8\times10^{-7}$ Ha and partly cancel, so the total is smaller than the interpolation error alone. Scaling (7) from $H=1$ to $H=2$ bohr would give an interpolation error of $1.2\times10^{-6}$ Ha, more than is found. The cause is uneven sampling: the Gaussian factor $e^{-2\pi^2\sigma^2/H^2}$ is then 0.04 for $\sigma=0.8$ bohr. With exact nodal values, the average over 64 evenly spaced positions of the coarse grid (four per axis) is $1.2\times10^{-6}$ Ha, as (7) predicts, but single positions give errors from $-4.7\times10^{-6}$ to $+7.1\times10^{-6}$ Ha. The table entries at $H=2$ and 4 bohr therefore belong to one position and are not bounds. At $H=1$ bohr the same kind of shift changes the interpolation error by less than 1%.

## A limit that needs no grid

For an ion small compared with $L$, $E_c$ can also be expanded in moments. Let $\psi(\mathbf u)$ be the function $w$ of a unit point charge, at displacement $\mathbf u$ from it. Inversion forbids odd powers, cubic symmetry makes the quadratic isotropic, and (2) fixes its coefficient:

$$\psi(\mathbf u)=\frac{\alpha}{L}-\frac{2\pi}{3L^3}u^2+O(u^4/L^5).$$

The number $\alpha$ follows from an Ewald sum. It is a dimensionless constant of the Madelung type; the program labels it "lattice constant", but it is not the cell side $L$. Split each point-charge potential into a short-range part ${\rm erfc}(\eta r)/r$ and a smooth part summed over reciprocal vectors $\mathbf G$. Removing the charge's own $1/r$ leaves $-2\eta/\sqrt\pi$ at the origin, and the zero average requires subtraction of $\int{\rm erfc}(\eta r)/r\,d^3r=\pi/\eta^2$. For $L=1$ and lattice vectors $\mathbf R$,

$$\alpha=\frac{\pi}{\eta^2}+\frac{2\eta}{\sqrt\pi}-\sum_{\mathbf R\ne0}\frac{{\rm erfc}(\eta R)}R-\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{-G^2/4\eta^2}=2.837297.$$

Insert $\psi(\mathbf r-\mathbf r')$ into $\frac12\iint\rho\rho'\psi$ and expand $|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'$. With $Q=\int\rho r^2$ and dipole $\mathbf d=\int\rho\mathbf r$, the double integral of this square is $2qQ-2d^2$, so

$$E_c=\frac{\alpha q^2}{2L}-\frac{2\pi}{3L^3}\left(qQ-d^2\right)+O(L^{-5}). \qquad (10)$$

Here $Q=0.944$ and $d=2.378$, so $qQ-d^2=-4.71$. The first term is $0.08867$ Ha and the second $+0.00241$ Ha, in total $0.091074$ Ha. This is too high by $1.8\times10^{-6}$ Ha. For this compact ion the moment formula beats the naive grid scheme at $H=1$ bohr, while the repaired scheme beats both. The grid scheme also supplies the potential throughout the cell and does not rely on a few moments. That potential is much less accurate at single points than the energy is: at $H=1$ bohr, split linear interpolation of exact nodal values is wrong by up to $7.7\times10^{-4}$ Ha/e over the whole cell.

For a neutral molecule, $q=0$, the quadratic in (6) and the error (5) both vanish. The correction itself need not: (10) leaves $2\pi d^2/(3L^3)$. The 27-point solver is still useful, because $w$ is then itself harmonic.

## Conditions of use

The scheme is for an isolated charge in vacuum. In a solid, or for a charged defect in one, the density crosses the faces and the surrounding medium polarizes, so neither the face sum nor the open potential used here applies. If the density of a molecule approaches one face, a periodic image approaches the opposite face from outside. The higher derivatives of $g$ then grow near that opposite face, while the face sum acquires nearly singular terms at the face the density approaches.

The errors quoted belong to a fixed model density with smooth Gaussian charges; they are not estimates for point nuclei or for a density that responds to the corrected potential. For another density, the useful check is to halve $H$ and also to shift the charge within a coarse cell, since (8) shows that one position alone can mislead. The numerical output lists the separate error contributions.

## Table of computed values

```
cell side 16.0 bohr; fine spacing 0.25 bohr; fine grid 64^3
Gaussian: charge +1.4 e, centre (0.3, -0.4, 0.7) bohr, width 0.8 bohr
Gaussian: charge -0.8 e, centre (1.1, 0.5, -1.3) bohr, width 0.9 bohr
Gaussian: charge +0.4 e, centre (-1.2, 0.9, 0.2) bohr, width 0.8 bohr
net charge 1.000000 e; dipole length 2.3777 e bohr
second moment 0.9440 e bohr^2
open energy              0.63504101 Ha
periodic energy          0.54396910 Ha
countercharge energy     0.09107192 Ha = 2478.193 meV
lattice constant alpha   2.837297 (no unit)
point-charge estimate    0.08866555 Ha
moment estimate          0.09107369 Ha
Laplacian of difference: expected -3.067962e-03 Ha/(e bohr^2)
  largest deviation in central box 1.77e-06 Ha/(e bohr^2)
largest face-potential error 4.76e-12 Ha/e
Energy errors in Ha, exact nodal values:
H (bohr)  plain linear  its law       split linear  cubic
   4.00  -1.3384e-03  -2.0373e-03  +7.2510e-05  +2.8627e-04
   2.00  -4.9987e-04  -5.0334e-04  +7.6248e-07  +2.5820e-05
   1.00  -1.1977e-04  -1.1984e-04  +7.3895e-08  +1.5419e-06
   0.50  -2.3964e-05  -2.3968e-05  +4.3465e-09  +7.8279e-08
split-linear law at H = 1 bohr: +7.3964e-08 Ha
Energy errors in Ha, complete algorithm with split linear:
H (bohr)  face nodes  7-point       27-point
   4.00          98  -1.5589e-03  +5.7331e-05
   2.00         386  -4.4866e-04  +4.8004e-07
   1.00        1538  -1.1518e-04  +6.9322e-08
   0.50        6146  -2.8985e-05  +4.2744e-09
Largest nodal error, H = 1 bohr over H = 0.5 bohr (common nodes):
  7-point ratio 3.99; 27-point ratio 63.86
At H = 1 bohr: plain linear error -3.2591 meV
  complete, 7-point error  -3.1341 meV
  complete, 27-point error +0.001886 meV
Narrow unit charge: width 0.5 bohr, H = 2.0 bohr
offset (bohr)  plain (Ha)   predicted (Ha)  split (Ha)
       0.0  -4.1306e-04  -4.0732e-04  -5.7329e-06
       1.0  -5.8965e-04  -5.9797e-04  +8.3263e-06
```
